# Pairing in a degenerate shell: quasispin energies and the BCS error: verification in Python

```python
"""
Pairing in Omega degenerate pair levels (2*Omega single-particle states).
H = -G S+ S-, where S+ creates one pair spread evenly over all levels.
Results under test:
  E(N,s) = -(G/4)(N-s)(2 Omega-N-s+2), N particles, seniority s;
  the BCS energy at s=0 has relative error (1-nu)/(Omega(1-nu)+1),
  where nu = N/(2 Omega) is the filling.
Matrices are built in units of G; joules enter only in the printed example.
"""
from math import comb
import numpy as np
from scipy import constants, sparse
from scipy.optimize import minimize
from scipy.sparse.linalg import eigsh


def energy_formula(omega, n, s):
    return -0.25 * (n - s) * (2 * omega - n - s + 2)


def relative_error_formula(omega, filling):
    return (1 - filling) / (omega * (1 - filling) + 1)


def degeneracy_formula(omega, s):
    return comb(2 * omega, s) - (comb(2 * omega, s - 2) if s >= 2 else 0)


# ---------- full fermion space, including singly occupied levels ----------
def fermion_annihilators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(modes):
        matrix = np.eye(1)
        for site in range(modes):
            factor = parity if site < mode else (
                lower if site == mode else np.eye(2))
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


small = 4
c = fermion_annihilators(2 * small)
dim = 2 ** (2 * small)
pair_creators = [c[2 * k].T @ c[2 * k + 1].T for k in range(small)]
s_plus = sum(pair_creators)
s_minus = s_plus.T
number = sum(a.T @ a for a in c)
s_z = (number - small * np.eye(dim)) / 2
h_fermion = -s_plus @ s_minus
assert np.allclose(s_plus @ s_minus - s_minus @ s_plus, 2 * s_z)
assert np.allclose(s_z @ s_plus - s_plus @ s_z, s_plus)

# The number of singly occupied levels is conserved by pairing.
blocked = np.zeros((dim, dim))
for k in range(small):
    difference = c[2*k].T @ c[2*k] - c[2*k+1].T @ c[2*k+1]
    blocked += difference @ difference
assert np.allclose(blocked @ h_fermion, h_fermion @ blocked)

# Whole spectrum, with degeneracies, for every particle number.
levels_checked = 0
particle_count = np.rint(np.diag(number)).astype(int)
for n in range(2 * small + 1):
    chosen = np.flatnonzero(particle_count == n)
    found = np.linalg.eigvalsh(h_fermion[np.ix_(chosen, chosen)])
    expected = []
    for s in range(n % 2, min(n, 2 * small - n) + 1, 2):
        expected += [energy_formula(small, n, s)] * degeneracy_formula(small, s)
    assert len(expected) == len(found)
    assert np.allclose(found, np.sort(expected), atol=1e-9)
    levels_checked += len(found)

# BCS state made from fermion operators on the vacuum.
for n in (2, 4, 6, 8):
    nu = n / (2 * small)
    state = np.zeros(dim)
    state[0] = 1.0
    for creator in pair_creators:
        state = np.sqrt(1 - nu) * state + np.sqrt(nu) * (creator @ state)
    bcs = state @ h_fermion @ state
    assert np.isclose(state @ number @ state, n)
    assert np.isclose(bcs, -small * nu * (small * (1 - nu) + nu))


# ---------- space of empty or doubly occupied levels ----------
def pair_lowering(omega):
    states = np.arange(2 ** omega)
    rows, columns = [], []
    for k in range(omega):
        filled = states[(states >> k) & 1 == 1]
        rows.append(filled ^ (1 << k))
        columns.append(filled)
    rows, columns = np.concatenate(rows), np.concatenate(columns)
    return sparse.csc_matrix((np.ones(len(rows)), (rows, columns)),
                             shape=(2 ** omega, 2 ** omega))


def pair_counts(omega):
    states = np.arange(2 ** omega)
    return sum((states >> k) & 1 for k in range(omega))


def product_state(angles):
    state = np.ones(1)
    for angle in angles:
        state = np.kron([np.cos(angle), np.sin(angle)], state)
    return state


def sector_energies(omega, n):
    columns = np.flatnonzero(pair_counts(omega) == n // 2)
    part = pair_lowering(omega)[:, columns]
    matrix = -(part.T @ part)
    if len(columns) <= 400:
        return np.linalg.eigvalsh(matrix.toarray())
    return eigsh(matrix, k=1, which="SA", return_eigenvectors=False)


def direct_case(omega, n):
    """Ground, BCS and reduced BCS energies, and number variance."""
    ground = sector_energies(omega, n)[0]
    state = product_state([np.arcsin(np.sqrt(n / (2 * omega)))] * omega)
    lowered = pair_lowering(omega) @ state
    particles = 2 * pair_counts(omega)
    mean = np.sum(particles * state ** 2)
    variance = np.sum((particles - mean) ** 2 * state ** 2)
    assert np.isclose(mean, n)
    return ground, -(lowered @ lowered), -(state @ lowered) ** 2, variance


table = []
for omega, n in ((5, 4), (10, 8), (15, 12), (10, 18)):
    ground, bcs, reduced, variance = direct_case(omega, n)
    nu = n / (2 * omega)
    full_error = (bcs - ground) / abs(ground)
    reduced_error = (reduced - ground) / abs(ground)
    assert np.isclose(ground, energy_formula(omega, n, 0))
    assert np.isclose(bcs - ground, variance / 4)
    assert np.isclose(variance, 4 * omega * nu * (1 - nu))
    assert np.isclose(full_error, relative_error_formula(omega, nu))
    assert np.isclose(reduced_error, 1 / (omega * (1 - nu) + 1))
    assert full_error <= 1 / (omega + 1)
    table.append((omega, n, full_error, reduced_error))

# Non-uniform occupations do not lower the BCS energy.
trial_omega, trial_n = 5, 4
trial_lowering = pair_lowering(trial_omega)


def trial_energy(angles):
    lowered = trial_lowering @ product_state(angles)
    return -(lowered @ lowered)


uniform_energy = direct_case(trial_omega, trial_n)[1]
rng = np.random.default_rng(7)
constraint = {"type": "eq",
              "fun": lambda x: np.sum(np.sin(x) ** 2) - trial_n / 2}
optima = []
for _ in range(6):
    fit = minimize(trial_energy, rng.uniform(0.3, 1.2, trial_omega),
                   method="SLSQP", bounds=[(0, np.pi / 2)] * trial_omega,
                   constraints=[constraint],
                   options={"ftol": 1e-12, "maxiter": 300})
    if abs(constraint["fun"](fit.x)) < 1e-7:
        optima.append(fit.fun)
# Tolerance covers finite-difference gradients in the minimizer.
assert optima and abs(min(optima) - uniform_energy) < 1e-5

# ---------- worked example ----------
omega, n = 10, 8
nu = n / (2 * omega)
G = 2.0e-23
to_mev = 1e3 / constants.e
ground, bcs, reduced, variance = direct_case(omega, n)
spectrum = sector_energies(omega, n)

# Projection of the BCS state on the wanted number is an exact eigenstate.
projected = product_state([np.arcsin(np.sqrt(nu))] * omega)
projected[pair_counts(omega) != n // 2] = 0
weight = projected @ projected
projected /= np.sqrt(weight)
lowering = pair_lowering(omega)
assert np.allclose(-(lowering.T @ (lowering @ projected)), ground * projected)

print(f"fermion test: Omega = {small}, eigenvalues checked = {levels_checked}")
print(f"example: Omega = {omega}, N = {n}, filling nu = {nu:.2f}")
print(f"pairing strength G = {G:.3e} J")
print(f"quasispin projection S_z = {(n - omega) / 2:.1f}")
for s in (0, 2, 4):
    value = energy_formula(omega, n, s)
    unbroken = int(np.sum(np.abs(spectrum - value) < 1e-8))
    j = s // 2
    assert unbroken == comb(omega, j) - (comb(omega, j - 1) if j else 0)
    print(f"s = {s}: quasispin S = {(omega - s) / 2:.1f}, E/G = {value:.2f}")
    print(f"  E = {value * G:.4e} J = {value * G * to_mev:.4f} meV")
    print(f"  degeneracy = {degeneracy_formula(omega, s)}, "
          f"without singly occupied levels = {unbroken}")
gap = spectrum[np.abs(spectrum - ground) > 1e-8].min() - ground
assert np.isclose(gap, omega)
print(f"excitation s=0 to s=2: {gap:.2f} G = {gap * G:.4e} J"
      f" = {gap * G * to_mev:.4f} meV")
print(f"BCS energy: {bcs:.2f} G = {bcs * G:.4e} J = {bcs*G*to_mev:.4f} meV")
print(f"BCS minus exact: {bcs - ground:.2f} G = {(bcs - ground) * G:.4e} J")
print(f"BCS number variance = {variance:.2f}, "
      f"standard deviation = {np.sqrt(variance):.3f} particles")
print(f"weight of N = {n} in BCS state = {weight:.4f}")
print(f"reduced BCS energy: {reduced:.2f} G = {reduced * G:.4e} J")
print("relative errors by direct calculation (full BCS, reduced BCS):")
for size, particles, full_error, reduced_error in table:
    print(f"  Omega = {size}, N = {particles}: {full_error:.5f}, "
          f"{reduced_error:.5f}; Omega*full = {size * full_error:.4f}")
print("relative error of full BCS from the formula at nu = 0.40:")
for size in (100, 1000):
    value = relative_error_formula(size, nu)
    print(f"  Omega = {size}: {value:.6f}; Omega*error = {size*value:.4f}")
print(f"non-uniform BCS search, Omega = {trial_omega}, N = {trial_n}: "
      f"lowest = {min(optima):.5f} G, uniform = {uniform_energy:.5f} G")
print("no test failed")
```

Running it gives:

```
fermion test: Omega = 4, eigenvalues checked = 256
example: Omega = 10, N = 8, filling nu = 0.40
pairing strength G = 2.000e-23 J
quasispin projection S_z = -1.0
s = 0: quasispin S = 5.0, E/G = -28.00
  E = -5.6000e-22 J = -3.4952 meV
  degeneracy = 1, without singly occupied levels = 1
s = 2: quasispin S = 4.0, E/G = -18.00
  E = -3.6000e-22 J = -2.2469 meV
  degeneracy = 189, without singly occupied levels = 9
s = 4: quasispin S = 3.0, E/G = -10.00
  E = -2.0000e-22 J = -1.2483 meV
  degeneracy = 4655, without singly occupied levels = 35
excitation s=0 to s=2: 10.00 G = 2.0000e-22 J = 1.2483 meV
BCS energy: -25.60 G = -5.1200e-22 J = -3.1957 meV
BCS minus exact: 2.40 G = 4.8000e-23 J
BCS number variance = 9.60, standard deviation = 3.098 particles
weight of N = 8 in BCS state = 0.2508
reduced BCS energy: -24.00 G = -4.8000e-22 J
relative errors by direct calculation (full BCS, reduced BCS):
  Omega = 5, N = 4: 0.15000, 0.25000; Omega*full = 0.7500
  Omega = 10, N = 8: 0.08571, 0.14286; Omega*full = 0.8571
  Omega = 15, N = 12: 0.06000, 0.10000; Omega*full = 0.9000
  Omega = 10, N = 18: 0.05000, 0.50000; Omega*full = 0.5000
relative error of full BCS from the formula at nu = 0.40:
  Omega = 100: 0.009836; Omega*error = 0.9836
  Omega = 1000: 0.000998; Omega*error = 0.9983
non-uniform BCS search, Omega = 5, N = 4: lowest = -6.80000 G, uniform = -6.80000 G
no test failed
```
